# Quasi-cubic relations for wurtzite valence-band deformation potentials

## 1. What symmetry fixes

Strain has no dimension, so each coefficient of a Hamiltonian linear in strain is an energy. If two crystals are built from the same local units, their coefficients can be connected by linear relations with pure numbers. Symmetry tells how many relations to expect.

Consider three $p$-like valence orbitals at the zone centre, without spin. Time reversal makes their strain Hamiltonian a real symmetric $3\times3$ matrix, which transforms like the strain tensor itself. In a cubic crystal both objects split into a trace, a doublet and a triplet. Each part of the matrix couples to the same part of the strain, which gives three constants, $a$, $b$ and $d$.

In wurtzite, with its polar axis along $z$, both objects split into two scalars ($zz$ and $xx+yy$), the pair $(xz,yz)$ and the pair $(xx-yy,\,2xy)$. The scalars couple in $2\times2=4$ ways and each pair in one, which gives six constants. If all six are fixed by $a,b,d$, and if these can be recovered from them, there are three independent relations:

$$D_1-D_2=-D_3,\qquad D_3=-2D_4,\qquad D_3+4D_5=\sqrt2\,D_6 .$$

They are not consequences of wurtzite symmetry, which allows six free constants. They express a *quasi-cubic* assumption: wurtzite is made of the tetrahedra of zincblende, with the same orbitals and the same local response to strain. A rotation to [111] axes does not suffice, because it leaves a three-fold term that wurtzite forbids. That term has to be found and its removal justified.

## 2. Conventions and the wurtzite matrix

Energies are electron energies, shears are tensor components ($\varepsilon_{xy}=\varepsilon_{yx}$), and $\{A,B\}=AB+BA$. In the real orbital basis $(L_i)_{pq}=-i\epsilon_{ipq}$, with $\hbar=1$. Therefore

$$(L_iL_j)_{pq}=-\sum_r\epsilon_{ipr}\epsilon_{jrq}=\sum_r\epsilon_{ipr}\epsilon_{jqr}=\delta_{ij}\delta_{pq}-\delta_{iq}\delta_{pj},$$

so that $L_iL_j=\delta_{ij}-|j\rangle\langle i|$. Two consequences are used throughout:

$$L_i^2=1-|i\rangle\langle i|,\qquad \{L_i,L_j\}=-(|i\rangle\langle j|+|j\rangle\langle i|)\quad(i\ne j).$$

The wurtzite strain Hamiltonian is

$$\begin{aligned}H={}&(D_1+D_3L_z^2)\varepsilon_{zz}+(D_2+D_4L_z^2)(\varepsilon_{xx}+\varepsilon_{yy})\\&-D_5(L_+^2\varepsilon_-+L_-^2\varepsilon_+)\\&-D_6(\{L_z,L_+\}\varepsilon_{-z}+\{L_z,L_-\}\varepsilon_{+z}),\end{aligned}$$

with $L_\pm=(L_x\pm iL_y)/\sqrt2$, $\varepsilon_\pm=\varepsilon_{xx}-\varepsilon_{yy}\pm2i\varepsilon_{xy}$ and $\varepsilon_{\pm z}=\varepsilon_{xz}\pm i\varepsilon_{yz}$. The sign in front of $D_6$ matters: reversing it would reverse the right side of the third relation.

For the $D_5$ term, $L_\pm^2=\tfrac12(L_x^2-L_y^2\pm i\{L_x,L_y\})$. The imaginary parts cancel between the two products, leaving

$$L_+^2\varepsilon_-+L_-^2\varepsilon_+=(L_x^2-L_y^2)(\varepsilon_{xx}-\varepsilon_{yy})+2\{L_x,L_y\}\varepsilon_{xy}.$$

Here $L_x^2-L_y^2=|y\rangle\langle y|-|x\rangle\langle x|$. The minus sign before $D_5$ turns this into $+D_5(\varepsilon_{xx}-\varepsilon_{yy})$ on $x$, the opposite on $y$, and $H_{xy}=2D_5\varepsilon_{xy}$.

For the $D_6$ term, $\{L_z,L_\pm\}=(\{L_z,L_x\}\pm i\{L_z,L_y\})/\sqrt2$, and the sum is $\sqrt2(\{L_z,L_x\}\varepsilon_{xz}+\{L_z,L_y\}\varepsilon_{yz})$. Each anticommutator supplies a minus sign, so $H_{xz}=\sqrt2D_6\varepsilon_{xz}$ and $H_{yz}=\sqrt2D_6\varepsilon_{yz}$.

Finally, $L_z^2$ is 0 on $z$ and 1 on $x,y$. Collecting everything:

$$\begin{aligned}
H_{zz}&=D_1\varepsilon_{zz}+D_2(\varepsilon_{xx}+\varepsilon_{yy}),\\
\tfrac12(H_{xx}+H_{yy})&=(D_1+D_3)\varepsilon_{zz}+(D_2+D_4)(\varepsilon_{xx}+\varepsilon_{yy}),\\
\tfrac12(H_{xx}-H_{yy})&=D_5(\varepsilon_{xx}-\varepsilon_{yy}),\\
H_{xy}&=2D_5\varepsilon_{xy},\qquad H_{xz}=\sqrt2D_6\varepsilon_{xz}.
\end{aligned}$$

## 3. The simple case: an isotropic response

Suppose first that the response has no preferred axes. A symmetric matrix linear in $\varepsilon$ is then

$$H=m\,\mathrm{tr}\,\varepsilon+n\,\varepsilon .$$

It looks the same in every frame, so no rotation is needed. The element $H_{zz}$ gives $D_1=m+n$ and $D_2=m$. The mean of $H_{xx}$ and $H_{yy}$ is $m\varepsilon_{zz}+(m+n/2)(\varepsilon_{xx}+\varepsilon_{yy})$, hence $D_3=-n$ and $D_4=n/2$. The off-diagonal elements give $2D_5=n$ and $\sqrt2D_6=n$.

All three relations hold: $D_1-D_2=n=-D_3$, $-2D_4=-n=D_3$, and $D_3+4D_5=-n+2n=n=\sqrt2D_6$. This case also satisfies stronger equalities, $-D_3=2D_5=\sqrt2D_6$, which cubic anisotropy will break.

## 4. Adding cubic anisotropy

In cubic axes $X,Y,Z$ the strain Hamiltonian is

$$H=a\,\mathrm{tr}\,\varepsilon-3b\sum_i\left(L_i^2-\tfrac23\right)\varepsilon_{ii}-\sqrt3\,d\sum_{i<j}\{L_i,L_j\}\varepsilon_{ij}.$$

Since $L_i^2-\tfrac23=\tfrac13-|i\rangle\langle i|$, the second term is $-b\,\mathrm{tr}\,\varepsilon+3b\sum_i\varepsilon_{ii}|i\rangle\langle i|$. The matrix elements become

$$H_{XX}=l\varepsilon_{XX}+m(\varepsilon_{YY}+\varepsilon_{ZZ}),\qquad H_{XY}=n\varepsilon_{XY},$$

$$l=a+2b,\qquad m=a-b,\qquad n=\sqrt3\,d .$$

The isotropic form reproduces the off-diagonal elements and gives $(m+n)\varepsilon_{XX}$ where $l\varepsilon_{XX}$ is required. The difference is a single extra term:

$$H=m\,\mathrm{tr}\,\varepsilon+n\,\varepsilon+cT,\qquad T=\sum_{A=X,Y,Z}\varepsilon_{AA}|A\rangle\langle A|,$$

$$c=l-m-n=3b-\sqrt3\,d=3\left(b-\frac{d}{\sqrt3}\right).$$

Only $T$ knows how the cube is oriented, so only $T$ has to be rotated.

**Hydrostatic limit.** For $\varepsilon=e\,\mathbb 1$, $T=e\,\mathbb 1$ and $H=(3m+n+c)e=(l+2m)e=3ae$. All three levels move together by $a$ times the relative volume change, as they must in a cubic crystal.

## 5. Rotation to [111] axes

Choose the right-handed frame $x=[11\bar2]/\sqrt6$, $y=[\bar110]/\sqrt2$, $z=[111]/\sqrt3$. In it the cubic axes have components

$$\begin{aligned}\mathbf n^X&=\left(\tfrac1{\sqrt6},-\tfrac1{\sqrt2},\tfrac1{\sqrt3}\right),\\ \mathbf n^Y&=\left(\tfrac1{\sqrt6},\tfrac1{\sqrt2},\tfrac1{\sqrt3}\right),\\ \mathbf n^Z&=\left(-\tfrac2{\sqrt6},0,\tfrac1{\sqrt3}\right).\end{aligned}$$

Because $\varepsilon_{AA}=\sum_{kl}n^A_kn^A_l\varepsilon_{kl}$,

$$T_{ij}=\sum_{kl}S_{ijkl}\varepsilon_{kl},\qquad S_{ijkl}=\sum_An^A_in^A_jn^A_kn^A_l .$$

$S$ is symmetric in all its indices. Components with an odd number of $y$ indices vanish, because $\mathbf n^X$ and $\mathbf n^Y$ differ only in the sign of $y$ and $\mathbf n^Z$ has none. The others are

$$\begin{aligned}
S_{zzzz}&=3\cdot\tfrac19=\tfrac13, & S_{xxzz}&=\tfrac13\left(\tfrac16+\tfrac16+\tfrac46\right)=\tfrac13,\\
S_{yyzz}&=\tfrac13\left(\tfrac12+\tfrac12\right)=\tfrac13, & S_{xxxx}&=\tfrac{1+1+16}{36}=\tfrac12,\\
S_{yyyy}&=\tfrac14+\tfrac14=\tfrac12, & S_{xxyy}&=\tfrac1{12}+\tfrac1{12}=\tfrac16,\\
S_{xxxz}&=\tfrac{1+1-8}{6\sqrt6\sqrt3}=-\tfrac{\sqrt2}{6}, & S_{xyyz}&=\tfrac1{\sqrt6\sqrt3}=\tfrac{\sqrt2}{6},
\end{aligned}$$

and $S_{xzzz}=0$, since the $x$ components sum to zero.

The last two nonzero entries contain an odd number of $z$ indices. They change sign under a half turn about $z$, which reverses $x$ and $y$. With off-diagonal strains counted twice, they contribute

$$H_{\rm odd}=\kappa\begin{pmatrix}-2\varepsilon_{xz}&2\varepsilon_{yz}&\varepsilon_{yy}-\varepsilon_{xx}\\2\varepsilon_{yz}&2\varepsilon_{xz}&2\varepsilon_{xy}\\\varepsilon_{yy}-\varepsilon_{xx}&2\varepsilon_{xy}&0\end{pmatrix},$$

$$\kappa=\frac{\sqrt2}{6}c=\frac{1}{\sqrt2}\left(b-\frac{d}{\sqrt3}\right).$$

No wurtzite constant can represent these terms: they couple the pair $(xz,yz)$ to the pair $(xx-yy,2xy)$. They belong to the three-fold symmetry of zincblende about [111].

**Two limits.** For $b=d/\sqrt3$ the response is isotropic and $H_{\rm odd}=0$. For purely axial strain, $\varepsilon_{xx}=\varepsilon_{yy}$ without shear, $H_{\rm odd}$ also vanishes, whatever $b$ and $d$ are. A zincblende film under equal biaxial strain on a (111) plane therefore has the same linear strain Hamiltonian as its quasi-cubic wurtzite partner.

## 6. Why the odd part cancels in wurtzite

Successive bilayers of ideal wurtzite contain tetrahedra turned by $180^\circ$ about the $c$ axis. A nearest-neighbour $sp^3$ model shows what this does to the zone-centre states.

Let $\hat{\mathbf u}$ be the four bond directions at an anion. The $p$–$p$ hopping along a bond is $(V_\sigma-V_\pi)\hat u_i\hat u_j+V_\pi\delta_{ij}$, and the $s$–$p$ hopping is proportional to $\hat u_i$. In a regular tetrahedron $\sum\hat u_i=0$ and $\sum\hat u_i\hat u_j=\tfrac43\delta_{ij}$. A half turn changes neither sum. Bloch states with equal $p$ amplitudes in both bilayers are thus eigenstates of wurtzite as well as zincblende, and they stay threefold degenerate in this model.

To first order in strain, the Hamiltonian within this triplet is the expectation value of the changed hoppings. Half of it comes from anions of each orientation, so

$$H^{\rm wz}(\varepsilon)=\tfrac12\left[H(\varepsilon)+C\,H(C\varepsilon C)\,C\right],\qquad C=\mathrm{diag}(-1,-1,1).$$

This average keeps the even part and cancels $H_{\rm odd}$. The averaging formula is derived here for equal weights on the two orientations and a homogeneous deformation of every bond. Wurtzite symmetry alone would remove the odd part; what the model adds is that the even part carries over unchanged from zincblende.

## 7. Matching the constants

The even part of $T$ is

$$\begin{aligned}
T_{zz}&=\tfrac13(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}),\\
T_{xx}&=\tfrac12\varepsilon_{xx}+\tfrac16\varepsilon_{yy}+\tfrac13\varepsilon_{zz},\\
T_{yy}&=\tfrac16\varepsilon_{xx}+\tfrac12\varepsilon_{yy}+\tfrac13\varepsilon_{zz},\\
T_{xy}&=\tfrac13\varepsilon_{xy},\qquad T_{xz}=\tfrac23\varepsilon_{xz},\qquad T_{yz}=\tfrac23\varepsilon_{yz}.
\end{aligned}$$

The element $H_{zz}$ now gives $D_1=m+n+c/3$ and $D_2=m+c/3$. The mean of $T_{xx}$ and $T_{yy}$ is again one third of the trace, so $c$ cancels from $D_3=-n$ and $D_4=n/2$. The remaining elements give $2D_5=n+c/3$ and $\sqrt2D_6=n+2c/3$. The difference $\tfrac12(T_{xx}-T_{yy})=\tfrac16(\varepsilon_{xx}-\varepsilon_{yy})$ yields the same $D_5$, as it should.

Insert $m=a-b$, $n=\sqrt3d$ and $c/3=b-d/\sqrt3$, using $\sqrt3-1/\sqrt3=2/\sqrt3$:

$$\begin{aligned}
D_1&=a+\frac{2d}{\sqrt3}, & D_2&=a-\frac d{\sqrt3}, & D_3&=-\sqrt3\,d,\\
D_4&=\frac{\sqrt3}{2}d, & D_5&=\frac b2+\frac d{\sqrt3}, & D_6&=\frac1{\sqrt2}\left(2b+\frac d{\sqrt3}\right).
\end{aligned}$$

The relations follow: $D_1-D_2=\sqrt3d=-D_3$; $-2D_4=-\sqrt3d=D_3$; and

$$D_3+4D_5=-\sqrt3d+2b+\frac{4d}{\sqrt3}=2b+\frac d{\sqrt3}=\sqrt2D_6 .$$

Each has a physical reading. The second says that hydrostatic strain does not separate $z$ from $x,y$. Given the second, the first says that a volume-conserving axial strain leaves the mean of the three levels fixed. The third says that the shear couplings $-D_3$, $2D_5$ and $\sqrt2D_6$, equal to $n$, $n+c/3$ and $n+2c/3$, are equally spaced.

The map can be inverted:

$$a=\frac{D_1+2D_2}{3},\qquad b=2D_5+\frac23D_3,\qquad d=-\frac{D_3}{\sqrt3}.$$

Hence there are three free constants and three independent relations, as counted at the start.

## 8. A microscopic test, and where it fails

The $sp^3$ model was diagonalized for both crystals, with a 2.0 Å bond and hoppings falling as the inverse square of bond length. Its constants were read from central strain differences. Zincblende, strained along its cubic axes, gives $a=2.385$, $b=-5.963$ and $d=3.443$ eV. Wurtzite, treated separately, gives $D_3=-5.963$, $D_5=-0.994$ and $D_6=-7.027$ eV. Then $D_3+4D_5=-9.938$ eV, and $\sqrt2D_6$ agrees. The largest violation of any relation is $4\times10^{-7}$ eV, the error of the finite strain step. With $\kappa=-5.62$ eV in zincblende, the cancellation of the odd part is tested on a case where it is large.

The equality $b=D_3$ is a property of this model. It needs $V_\sigma-V_\pi$ to have logarithmic slope $-2$ at the bond length, as the inverse-square law does; a different slope breaks it. With $A=V_\sigma-V_\pi$, the strained hopping sum changes by $\tfrac83A\varepsilon_{ij}-4A\sum\hat u_i\hat u_j(\hat{\mathbf u}\cdot\varepsilon\hat{\mathbf u})$ plus a multiple of $\mathrm{tr}\,\varepsilon\,\delta_{ij}$. In cubic axes $\hat u_i^2=\tfrac13$, so the second term adds to the diagonal only a multiple of the trace, and $l-m\propto\tfrac83A$. For a shear it gives $n\propto\tfrac83A-\tfrac{32}9A=-\tfrac89A$. Thus $3b=-3n$, or $b=-\sqrt3d=D_3$. The signs and sizes of these constants serve the test and do not describe a material.

The important restriction is internal displacement. Let anions and cations also shift relative to each other along $z$ by $u=r_1\varepsilon_{zz}+r_2(\varepsilon_{xx}+\varepsilon_{yy})$. The trace of the hopping sum does not change to first order, since each bond contributes in proportion to $\hat u_z$ and these sum to zero. Three-fold symmetry then leaves the form $q\,u\,\mathrm{diag}(-1,-1,2)$. Hence

$$\delta D_1=2qr_1,\quad\delta D_2=2qr_2,\quad\delta D_3=-3qr_1,\quad\delta D_4=-3qr_2,$$

$$\begin{aligned}\delta(D_1-D_2+D_3)&=-q(r_1+2r_2),\\ \delta(D_3+2D_4)&=-3q(r_1+2r_2),\\ \delta(D_3+4D_5-\sqrt2D_6)&=-3qr_1.\end{aligned}$$

In zincblende hydrostatic strain causes no such shift. If wurtzite shares this property, $r_1+2r_2=0$ and the first two relations survive, but wurtzite symmetry does not impose it.

The third relation fails here because only the axial shift is included, which leaves $D_5$ and $D_6$ unchanged. In zincblende the other shears also displace the sublattices sideways. The complete relaxation keeps the cubic form of $H$, and since strains diagonal in the cubic axes cause no shift, it changes only $d$. If every wurtzite anion relaxed relative to its neighbours in this way, in its own orientation, the average of Section 6 would still apply and all three relations would hold with the new $d$. This pattern is not the equilibrium of ideal wurtzite in general. In a Keating bond-and-angle model with the same force constants as zincblende, atoms joined by an axial bond move sideways together under in-plane shear. The first two relations survive, but $D_5$ departs from its quasi-cubic value, and for a bending-to-stretching ratio of 0.15 the third relation fails by 1.6 eV in the $sp^3$ model. As an illustration take $r_1=0.2$ Å per unit strain, with positive $u$ lengthening the axial bond. (A zincblende-type relaxation with Kleinman parameter $\zeta>0$ has the opposite sign, $r_1=-\tfrac23\zeta$ times the bond length, which reverses the signs below.) The choice $r_2=-r_1/2$, cubic-like in its axial part only, gives violations 0, 0 and $-3.58$ eV; $r_2=0$ gives $-1.19$, $-3.58$ and $-3.58$ eV, in the predicted ratio $1:3:3$. For this assumed shift the violations are comparable with the model's deformation potentials themselves, so internal relaxation that departs from the zincblende pattern can spoil the relations.

## 9. Band edges of a compressed film

Take round values in the rough regime of a III-nitride film: $a=2$, $b=-2$, $d=-5$ eV. The formulas give

$$\begin{aligned}D_1&=-3.774, & D_2&=4.887, & D_3&=8.660,\\ D_4&=-4.330, & D_5&=-3.887, & D_6&=-4.870\ \text{eV}.\end{aligned}$$

The couplings $-D_3$, $2D_5$, $\sqrt2D_6$ are $-8.660$, $-7.774$ and $-6.887$ eV, equally spaced by 0.887 eV.

Let $\varepsilon_{xx}=-0.011$, $\varepsilon_{yy}=-0.009$, $\varepsilon_{zz}=0.005$ and $\varepsilon_{xz}=0.002$, with the other shears zero. A crystal-field term raises $x,y$ by 0.020 eV; energies are measured from the unstrained $z$ level. Then

$$H_{zz}=(-3.774)(0.005)+(4.887)(-0.020)=-0.1166\ \text{eV}.$$

The mean $x,y$ level lies above this by

$$0.020+(8.660)(0.005)+(-4.330)(-0.020)=0.1499\ \text{eV}.$$

Strain supplies 0.130 eV of it. The in-plane anisotropy adds $D_5(\varepsilon_{xx}-\varepsilon_{yy})=0.0078$ eV to $x$ and subtracts it from $y$, so $H_{xx}=0.0411$ and $H_{yy}=0.0255$ eV. The shear gives $H_{xz}=(-6.887)(0.002)=-0.0138$ eV.

The $y$ state decouples. The others have energies

$$E_\pm=\frac{H_{xx}+H_{zz}}2\pm\sqrt{\left(\frac{H_{xx}-H_{zz}}2\right)^2+H_{xz}^2},$$

that is, 0.0423 and $-0.1178$ eV. The top edge is mainly $x$-like, 0.017 eV above the $y$ edge and 0.160 eV (160 meV) above the mainly $z$-like edge. Shear repulsion moves the outer two by only about 0.001 eV, because $|H_{xz}|$ is small beside their separation.

**Beside real films.** Deformation potentials of several eV and strains near one per cent are reasonable for nitride quantum wells; thick relaxed layers are usually strained less. The positive crystal field excludes AlN, where it is large and negative. An ordinary $c$-plane film lacks the anisotropy and shear included here. Real nitrides also have non-ideal tetrahedra and internal relaxation. If $D_4$ alone were 20% larger, an assumed failure rather than a measured one, the total splitting would change by 0.017 eV, about a tenth.

Other omissions are smaller for the edge positions. A spin-orbit splitting of 0.015 eV moves an edge by at most 0.0015 eV here, because the in-plane anisotropy already separates $x$ from $y$; it still widens the upper spacing from 0.017 to 0.019 eV. Without the anisotropy and shear it moves the upper edges by 0.005 eV and supplies their whole spacing of 0.010 eV. Terms beyond first order in strain reach 0.0015 eV in the $sp^3$ model, whose constants differ from those of the example. Keeping $H_{\rm odd}$, which is appropriate to a single zincblende orientation, would move an edge by up to 0.0027 eV with the crystal field held fixed, and would change the upper spacing to 0.012 or 0.022 eV according to the sign of $\varepsilon_{xz}$.

The unscreened piezoelectric field is a separate matter. For $e_{31}=-0.5$ and $e_{33}=1.0$ C/m² and relative permittivity 10, its magnitude is 1.7 MV/cm along the $z$ axis, a drop of 0.085 eV over 5 Å. A slowly varying potential shifts the three local edges together, but confined levels in a well must be calculated with the total field, which also includes any difference in spontaneous polarization between the layers. At 300 K the thermal energy, 0.026 eV, exceeds the upper spacing of 0.017 eV, so holes occupy both upper bands if their density-of-states masses are comparable, while the third edge lies about six thermal energies below the top. The numerical output follows.

## Table of computed values

```
TIGHT-BINDING TEST (homogeneous strain)
bond length = 2.0 angstrom
onsite s, p: anion -12, 0; cation -5, 4 eV
hoppings ss, sp, pp-sigma, pp-pi = -2.5, 3.5, 6.0, -1.5 eV, scaling as 1/length^2
zincblende a, b, d = 2.3851, -5.9628, 3.4427 eV
wurtzite D1 = 6.3604 eV
wurtzite D2 = 0.3975 eV
wurtzite D3 = -5.9628 eV
wurtzite D4 = 2.9814 eV
wurtzite D5 = -0.9938 eV
wurtzite D6 = -7.0273 eV
largest violation of the relations = 4.2e-07 eV
three-fold strength kappa in zincblende = -5.6218 eV
internal shift rate = 0.2 angstrom per unit strain
violations D1-D2+D3, D3+2D4, D3+4D5-sqrt2*D6:
  cubic-like shift: 0.000, 0.000, -3.578 eV
  shift from ezz only: -1.193, -3.578, -3.578 eV
WORKED EXAMPLE (round parameters)
a, b, d = 2.0, -2.0, -5.0 eV
D1 = -3.7735 eV
D2 = 4.8868 eV
D3 = 8.6603 eV
D4 = -4.3301 eV
D5 = -3.8868 eV
D6 = -4.8697 eV
D3+4*D5 = -6.8868 eV; sqrt2*D6 = -6.8868 eV
kappa = 0.6270 eV
strain exx, eyy, ezz, exz = -0.011, -0.009, 0.005, 0.002 (no unit)
crystal-field splitting = 0.020 eV
Hxx, Hyy, Hzz = 0.0411, 0.0255, -0.1166 eV
Hxz = -0.0138 eV
axial splitting, crystal field plus strain = 0.1499 eV
band edges, top to bottom = 0.0423, 0.0255, -0.1178 eV
top minus second edge = 0.0167 eV
top minus third edge = 0.1601 eV
EFFECTS LEFT OUT
spin-orbit splitting assumed = 0.015 eV
largest edge change from spin-orbit = 0.0015 eV
total-splitting change, D4 larger by 20% = 0.0171 eV
largest edge change if remainder kept = 0.0027 eV
second-order strain, tight-binding model = 0.0015 eV
its ratio on doubling the strain = 4.01 (no unit)
piezo constants e31, e33 = -0.5, 1.0 C/m^2; relative permittivity = 10
unscreened piezoelectric field = 1.69 MV/cm
potential drop over 5 angstrom = 0.085 eV
thermal energy at 300 K = 0.0259 eV
```
